\section*{Landau-Zener Hopping Probability of a Small Polaron}

\section*{Problem}

A self-trapped carrier can sit on either of two equivalent sites. The electronic coupling between the sites is $V=20$ meV, the reorganization energy is $\lambda=1.0$ eV, and one harmonic lattice mode of phonon energy $\hbar\omega=50$ meV drives the hop at $T=300$ K.

\begin{enumerate}
\item Calculate the Landau-Zener probability that the carrier changes site in a single passage through the crossing of the two site energies, taken at the mean thermal speed.
\item Find how averaging over thermal speeds and allowing repeated passages change the result.
\item Decide whether a single passage is well defined for these parameters, and estimate the hopping rate and mobility for a hop length of 0.3 nm.
\end{enumerate}

\section*{Solution}

\subsection*{The crossing and its thermal speed}

Let $q$ be the lattice coordinate, $K$ its force constant and $q_0$ the distance between the two equilibrium positions. The energies with the carrier held on site 1 or site 2 (the diabatic energies) are
\begin{equation}
E_1=\tfrac12Kq^2,\qquad E_2=\tfrac12K(q-q_0)^2,\qquad \lambda=\tfrac12Kq_0^2 .
\end{equation}
Their gap is linear in $q$:
\begin{equation}
X=E_2-E_1=\lambda-Kq_0q .
\end{equation}
It vanishes at $q=q_0/2$, where both energies equal $Kq_0^2/8=\lambda/4=0.25$ eV.

Treat the lattice classically. This is an approximation here, because $\hbar\omega$ is about twice $k_BT$: zero-point motion would raise the root-mean-square speed of the gap by 14\%. In well 1, equipartition gives $\langle q^2\rangle=k_BT/K$ and $\langle\dot q^2\rangle=\omega^2k_BT/K$. Multiplying by $K^2q_0^2$ and using $Kq_0^2=2\lambda$, we find that $X$ has mean $\lambda$ and variance $2\lambda k_BT$, while $\dot X$ has variance
\begin{equation}
\sigma^2=2\lambda k_BT\,\omega^2 .
\end{equation}
For a Gaussian velocity the mean absolute value is $\sqrt{2/\pi}\,\sigma$, so
\begin{equation}
\bar v=\langle|\dot X|\rangle=2\omega\sqrt{\lambda k_BT/\pi}. \label{speed}
\end{equation}
This is a speed in energy per time.

\subsection*{Probability for a linear sweep}

Near the crossing take $X=-vt$ with constant $v>0$. Measured from their mean, the site energies are $E_1=vt/2$ and $E_2=-vt/2$, and the amplitudes obey
\begin{equation}
i\hbar\dot c_1=\tfrac{vt}{2}c_1+Vc_2,\qquad
i\hbar\dot c_2=Vc_1-\tfrac{vt}{2}c_2 .
\end{equation}
Remove the phases by writing $c_1=a\,e^{-ivt^2/4\hbar}$ and $c_2=b\,e^{ivt^2/4\hbar}$. With $s=t\sqrt{v/\hbar}$ and $\delta=V^2/(\hbar v)$, and a prime for $d/ds$,
\begin{equation}
ia'=\sqrt\delta\,b\,e^{is^2/2},\qquad ib'=\sqrt\delta\,a\,e^{-is^2/2}.
\end{equation}
The first equation gives $b=(i/\sqrt\delta)\,a'e^{-is^2/2}$. Substitution in the second gives
\begin{equation}
a''-isa'+\delta a=0 .
\end{equation}
Seek $a=\int_C g(k)e^{iks}dk$. In the middle term, $s\,e^{iks}=-i\,d(e^{iks})/dk$; integration by parts turns $-isa'$ into $i(kg)'$ under the integral. Hence
\begin{equation}
i\frac{d(kg)}{dk}=(k^2-\delta)g
\quad\Longrightarrow\quad
kg=k^{i\delta}e^{-ik^2/2}.
\end{equation}
The contour $C$ runs from $\infty e^{3i\pi/4}$ to $\infty e^{-i\pi/4}$, where the Gaussian factor removes the boundary terms. Let it pass below $k=0$, with the branch cut up the positive imaginary axis. Then
\begin{equation}
a'=i\int_C k^{i\delta}\,e^{iks-ik^2/2}\,dk .
\end{equation}
The exponent equals $is^2/2-i(k-s)^2/2$, so $k=s$ is stationary. On the line $k=s+e^{-i\pi/4}r$ the integrand is a Gaussian $e^{-r^2/2}$. For large $|s|$ the slowly varying power may be taken at $k=s$:
\begin{equation}
a'\simeq i\sqrt{2\pi}\,e^{-i\pi/4}\,k^{i\delta}\big|_{k=s}\,e^{is^2/2}.
\end{equation}
For $s>0$ this line crosses the cut, and a loop around the cut must be added. With $k=iy$ its contribution to $a'$ scales as $\int_0 y^{i\delta}e^{-sy}dy\sim1/s$ and vanishes.

Now $|k^{i\delta}|=e^{-\delta\arg k}$. At positive $k$ the argument is $0$; at negative $k$, reached by passing below the origin, it is $-\pi$. Therefore
\begin{equation}
|b(+\infty)|=\sqrt{2\pi/\delta},\qquad |b(-\infty)|=\sqrt{2\pi/\delta}\;e^{\pi\delta}.
\end{equation}
For $s\to-\infty$ the line does not meet the cut, and the integral for $a$ has an extra factor $1/k\simeq1/s$, so $a(-\infty)=0$. This solution starts entirely on site 2. Its probability of staying there is $|b(+\infty)/b(-\infty)|^2=e^{-2\pi\delta}$. A unitary $2\times2$ evolution has the same staying probability for either starting site, so the probability of a change of site is
\begin{equation}
P(v)=1-\exp\left(-\frac{2\pi V^2}{\hbar v}\right). \label{lz}
\end{equation}
A slow sweep gives $P\to1$: the carrier follows the lower adiabatic state to the other site. A fast sweep gives a small $P\simeq2\pi V^2/(\hbar v)$.

\subsection*{The single-passage number}

Insert (\ref{speed}) in (\ref{lz}):
\begin{equation}
P=1-\exp\left[-\frac{2\pi V^2}{2\hbar\omega\sqrt{\lambda k_BT/\pi}}\right]
=1-\exp\left[-\frac{\pi^{3/2}V^2}{\hbar\omega\sqrt{\lambda k_BT}}\right].
\end{equation}
The phonon energy $\hbar\omega$ enters as it stands, without a further $2\pi$. With $k_BT=25.85$ meV,
\begin{equation}
\frac{\bar v}{\omega}=2\sqrt{\frac{(1.0)(0.02585)}{\pi}}\ \text{eV}=0.1814\ \text{eV},
\end{equation}
\begin{equation}
\frac{2\pi V^2}{\hbar\bar v}=\frac{2\pi(0.020)^2}{(0.050)(0.1814)}=0.277,
\qquad P=1-e^{-0.277}=0.242 .
\end{equation}
The requested probability is about $0.24$. With everything else fixed, doubling $V$ multiplies the exponent by four and raises $P$ to $0.67$.

\subsection*{Thermal average and repeated passages}

Fast trajectories reach the crossing more often, so speeds there have the flux-weighted density $(v/\sigma^2)e^{-v^2/2\sigma^2}$. Its mean inverse speed is
\begin{equation}
\left\langle\frac1v\right\rangle=\frac1{\sigma^2}\int_0^\infty e^{-v^2/2\sigma^2}dv
=\frac1\sigma\sqrt{\frac\pi2}=\frac1{\bar v}.
\end{equation}
The use of $\bar v$ is thus correct to first order in $V^2$. At larger $V$, $P$ is a concave function of $1/v$, so its average lies below its value at $\langle1/v\rangle$. Numerical quadrature gives $\langle P\rangle=0.214$.

A hop attempt can contain several passages. Assume that a carrier descending into either well loses its excess energy there before the lattice can swing back; a single undamped mode would return it to the crossing, and no steady hopping rate would exist. A carrier arriving on $E_1$ switches with probability $P$ and descends into well 2. Otherwise it climbs $E_1$, turns and meets the crossing again. Let $S$ be its chance of final success from that point. It must switch to $E_2$, climb and turn; on the next passage it either stays on $E_2$ and succeeds, or switches back to the earlier situation:
\begin{equation}
S=P[(1-P)+PS]\quad\Longrightarrow\quad S=\frac{P(1-P)}{1-P^2}=\frac{P}{1+P}.
\end{equation}
The total success probability, with phases between passages ignored, is
\begin{equation}
\kappa=P+(1-P)S=\frac{2P}{1+P}.
\end{equation}
Its flux average is $0.335$.

The arrival rate is the density of $X$ at zero times the mean one-way speed:
\begin{equation}
\frac{e^{-\lambda^2/(4\lambda k_BT)}}{\sqrt{4\pi\lambda k_BT}}\,\frac{\sigma}{\sqrt{2\pi}}
=\frac{\omega}{2\pi}\,e^{-\lambda/4k_BT}.
\end{equation}
For weak coupling $\kappa\to2P$, and the hopping rate becomes
\begin{equation}
k\to\frac{\sqrt\pi\,V^2}{\hbar\sqrt{\lambda k_BT}}\,e^{-\lambda/4k_BT}
=\frac{2\pi}{\hbar}V^2\,\frac{e^{-\lambda/4k_BT}}{\sqrt{4\pi\lambda k_BT}} .
\end{equation}
This is the golden-rule rate with the classical density of gaps at $X=0$. In this classical limit the frequency has cancelled: a faster mode arrives more often but spends less time at each crossing. With quantized vibrations the rate does depend on $\omega$.

\subsection*{Is one passage isolated?}

If the carrier stays on site 1 after crossing at speed $\bar v$, harmonic motion about $X=\lambda$ gives
\begin{equation}
X(t)=\lambda-\lambda\cos\omega t-(\bar v/\omega)\sin\omega t .
\end{equation}
The furthest gap beyond the crossing is $\sqrt{\lambda^2+(\bar v/\omega)^2}-\lambda=16$ meV, less than the minimum adiabatic splitting $2V=40$ meV. The return follows from $\tan(\omega t/2)=\bar v/(\omega\lambda)$, which gives $t=4.7$ fs. The time unit of the sweep, $\sqrt{\hbar/\bar v}$, is $6.9$ fs. The carrier is back at the crossing before the first passage is complete. The value $0.24$ is therefore the result of the constant-speed model, not the probability of a separable event in this system.

A quantum calculation of the lattice motion shows what this means for the rate. Solve the two-component Schr\"odinger equation in $q$ on a finite-difference grid, with each parabola continued as a flat lead outward from its own minimum and with $V$ acting between the minima. Let $\mathcal T(E)$ be the transmission from one lead to the other. Dividing the thermal rate, normalized by the quantum partition function of the well, by the classical arrival rate gives
\begin{equation}
\kappa_q=\frac{2\sinh(\hbar\omega/2k_BT)}{\hbar\omega}
\int \mathcal T(E)\,e^{(\lambda/4-E)/k_BT}\,dE=1.21 .
\end{equation}
This ratio may exceed one, because the lattice can tunnel below $\lambda/4$ and the coupling lowers the barrier. It is $3.6$ times the classical $0.335$.

Much of the difference is already present at weak coupling. There the golden rule with quantized vibrations, evaluated by summing thermal overlaps of equal-energy levels in the two wells, exceeds its classical limit by a factor $2.16$. Applied to the first-order value $2\times0.277$, this factor gives $1.20$, close to $\kappa_q$. The calculation does not separate the remaining effects of finite $V$, so their near cancellation here should not be assumed for other parameters.

\subsection*{Rate, mobility and the real material}

The classical arrival rate uses $\omega/2\pi=1.21\times10^{13}$ s$^{-1}$, so
\begin{equation}
k=(1.21\times10^{13})\,e^{-0.250/0.02585}\,(0.335)\ \text{s}^{-1}
\simeq2.6\times10^8\ \text{s}^{-1}.
\end{equation}
For a chain with rate $k$ to each neighbour at distance $d$, $\langle x^2\rangle=2kd^2t$, so the diffusion constant is $kd^2$. The Einstein relation gives
\begin{equation}
\mu=\frac{ed^2k}{k_BT}=\frac{(3\times10^{-8}\,\text{cm})^2(2.55\times10^8\,\text{s}^{-1})}{0.02585\ \text{V}}
\simeq9\times10^{-6}\ \text{cm}^2/\text{Vs}.
\end{equation}
With $\kappa_q$ the rate is $9\times10^8$ s$^{-1}$ and the mobility $3\times10^{-5}$ cm$^2$/Vs.

The parameters are illustrative round values, chosen with self-trapped holes in beta-gallium oxide, a wide-gap power-device material, in mind. They were not computed for that crystal, so the mobility above is not a prediction for it. The coupling depends on the pair of oxygen sites, and $P$ varies nearly as $V^2$ when small. A real hole also couples to many modes, can lose energy to them during the crossing itself, and has unequal hopping paths; these effects are not sized here. Power devices run hot: at 450 K, with the other parameters fixed, $P$ falls to $0.20$ because the crossing is faster, although the arrival rate rises. A field of $1$ MV/cm along the hop gives an energy drop $\Delta=30$ meV. To first order in $\Delta$ the two barriers shift by $\mp\Delta/2$, which multiplies the mobility by $\sinh(\Delta/2k_BT)/(\Delta/2k_BT)=1.06$. The full barriers $(\lambda\mp\Delta)^2/4\lambda$ also contain the common term $\Delta^2/4\lambda$, which lowers this factor by about 1\%. Within this model, at 300 K and 1 MV/cm, the classical treatment of the lattice and its separate passages (a factor $3.6$) is a much larger source of error in the mobility than neglect of the field. This ordering does not extend to the fields near breakdown, estimated at about 8 MV/cm for this crystal: with the full barriers the field factor at 300 K is $1.5$ at 3 MV/cm, $2.5$ at 5 MV/cm and $6.4$ at 8 MV/cm. At 450 K the ratio of quantum to classical rate falls to $1.9$.
